**Dirac phase shifts of a muffin-tin sphere**

The program tests the radial Dirac equations, the momentum relation $p^2=E(1+E/c^2)$ and the phase shifts $\delta_\kappa$ obtained by matching the large and small components $g$ and $f$ at the sphere radius $R$. Rydberg units are used; $E$ excludes the rest energy, and $\kappa$ labels the orbital and total angular momentum. The program asserts that the momentum relation agrees with eigenvalues of the free Dirac matrix, and that the angular reduction agrees with finite differences of explicit spinors. It also asserts the power law at a point charge, the integral formula for $\sin\delta_\kappa$ and the equality of the two phase shifts of each tested $l$ as $c\to\infty$. Phase shifts are compared with levels from diagonalization in a large sphere, at an artificially small $c=3$: the largest $|\sin|$ of the phase difference is $1.0\times10^{-11}$ for a smooth potential and $7.8\times10^{-6}$ for a square well. In the same comparison, using $p^2=E$ or matching the inside slope of $g$ at a potential step gives clear disagreement. For the model with $Z=80$ at 0.5 Ry, the output shows a negligible correction to $p^2$ but changes of up to about 0.3 rad in the phase shifts.

## Numerical verification

```python
"""
Result under test: scattering of a Dirac electron by a muffin-tin sphere.
Rydberg units (hbar = 1, 2m = 1, e^2 = 2, c = 2/alpha); E excludes c^2/2.
  P' = -kappa P/r + (E - V + c^2)/c Q,   Q' = kappa Q/r - (E - V)/c P
  p^2 = E (1 + E/c^2)
  tan(delta) = (rho j_l - eta j_lb)/(rho n_l - eta n_lb) at x = p R,
  rho = Q(R)/P(R), eta = S c p/(E + c^2), S = sign(kappa), lb = l - S.
P, Q: r times large and small radial components; V = 0 outside radius R.
The code uses q = c Q and inv = 1/c^2, so that inv = 0 is the limit c -> inf.
"""
import numpy as np
from math import factorial
from scipy.constants import fine_structure
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn as jn, spherical_yn as yn, lpmv

c = 2.0 / fine_structure
INV = 1.0 / c**2


def channel(kappa):
    """Return l, l of the small component, and the sign of kappa."""
    if kappa > 0:
        return kappa, kappa - 1, 1
    return -kappa - 1, -kappa, -1


def momentum(E, inv):
    return np.sqrt(E * (1 + E * inv))


def integrate(kappa, E, V, R, inv, grid=None, r0=1e-7):
    """Regular solution (P, q) at R, or on a grid of ln r."""
    gam = np.sqrt(kappa**2 - inv * (r0 * V(r0))**2)
    if kappa < 0:
        start = [1.0, -r0 * (E - V(r0)) / (gam - kappa)]
    else:
        start = [r0 * (1 + (E - V(r0)) * inv) / (gam + kappa), 1.0]

    def rhs(x, y):
        r = np.exp(x)
        e = E - V(r)
        return [-(kappa + gam) * y[0] + r * (1 + e * inv) * y[1],
                (kappa - gam) * y[1] - r * e * y[0]]

    s = solve_ivp(rhs, (np.log(r0), np.log(R)), start, method="DOP853",
                  rtol=1e-11, atol=1e-15, t_eval=grid)
    assert s.success
    y = s.y * np.exp(gam * s.t)
    return (y[0, -1], y[1, -1]) if grid is None else (y[0], y[1])


def match(kappa, E, P, q, R, inv, p):
    """Phase shift modulo pi from continuity of both components."""
    l, lb, S = channel(kappa)
    x = p * R
    eta_c = S * p / (1 + E * inv)
    return np.arctan((q * jn(l, x) - eta_c * P * jn(lb, x))
                     / (q * yn(l, x) - eta_c * P * yn(lb, x)))


def phase(kappa, E, V, R, inv):
    P, q = integrate(kappa, E, V, R, inv)
    return match(kappa, E, P, q, R, inv, momentum(E, inv))


def gap(a, b):
    """Difference of two phases that are defined modulo pi."""
    return abs(np.sin(a - b))


# ---- Momentum relation against eigenvalues of the 4x4 Dirac matrix
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
worst_p = 0.0
for vec in ([3.0, -4.0, 12.0], [20.0, 15.0, -40.0]):
    sp = np.einsum("i,ijk->jk", np.array(vec), sig)
    one = np.eye(2) * c**2 / 2
    H = np.block([[one, c * sp], [c * sp, -one]])
    E_free = np.linalg.eigvalsh(H)[-1] - c**2 / 2
    p2 = np.dot(vec, vec)
    worst_p = max(worst_p, abs(E_free * (1 + E_free / c**2) / p2 - 1))
assert worst_p < 1e-9


# ---- Angular identity by finite differences of explicit spinors
def harmonic(l, m, pos):
    if abs(m) > l:
        return 0.0
    r = np.linalg.norm(pos)
    a = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, pos[2] / r)
    y = y * np.exp(1j * a * np.arctan2(pos[1], pos[0]))
    return y if m >= 0 else (-1)**a * np.conj(y)


def spinor(kappa, mu, pos):
    l = channel(kappa)[0]
    plus = np.sqrt((l + mu + 0.5) / (2 * l + 1))
    minus = np.sqrt((l - mu + 0.5) / (2 * l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.array([up * harmonic(l, round(mu - 0.5), pos),
                     down * harmonic(l, round(mu + 0.5), pos)])


def radial_g(r):
    return r**2 * np.exp(-0.7 * r)


worst_ang = 0.0
point = np.array([0.6, -0.8, 0.9])
rad = np.linalg.norm(point)
slope = (2 / rad - 0.7) * radial_g(rad)
for kappa in (-3, -2, -1, 1, 2, 3):
    lhs = np.zeros(2, complex)
    for i in range(3):
        h = np.zeros(3)
        h[i] = 1e-4
        fwd = radial_g(np.linalg.norm(point + h)) * spinor(kappa, 0.5, point + h)
        bwd = radial_g(np.linalg.norm(point - h)) * spinor(kappa, 0.5, point - h)
        lhs += -1j * sig[i] @ (fwd - bwd) / 2e-4
    rhs_val = 1j * (slope + (1 + kappa) * radial_g(rad) / rad) \
        * spinor(-kappa, 0.5, point)
    worst_ang = max(worst_ang, np.max(np.abs(lhs - rhs_val)))
assert worst_ang < 1e-6


# ---- Phase shifts against diagonalization in a large sphere, small c
def box_levels(kappa, V, R, Rb, inv, N=150):
    """Energies with P(Rb) = 0 from a basis of free spherical waves."""
    l, lb, S = channel(kappa)
    xs = np.linspace(1.0, (N + l + 2) * np.pi, 12 * N)
    v = jn(l, xs)
    zeros = [brentq(lambda t: jn(l, t), xs[i], xs[i + 1], xtol=1e-13)
             for i in range(len(xs) - 1) if v[i] * v[i + 1] < 0][:N]
    k = np.array(zeros) / Rb
    t, w = np.polynomial.legendre.leggauss(300)
    r, w = R * (t + 1) / 2, w * R / 2
    norm = np.sqrt(Rb**3 / 2) * np.abs(jn(l + 1, k * Rb))
    big = r * jn(l, np.outer(k, r)) / norm[:, None]
    small = S * r * jn(lb, np.outer(k, r)) / norm[:, None]
    if kappa > 0:  # small-component function with no large partner
        extra = r**kappa * np.sqrt((2 * kappa + 1) / Rb**(2 * kappa + 1))
        small = np.vstack([small, extra])
    cc = 1 / np.sqrt(inv)
    couple = np.zeros((len(big), len(small)))
    couple[np.arange(len(k)), np.arange(len(k))] = cc * k
    H = np.block([[(big * w * V(r)) @ big.T, couple],
                  [couple.T, (small * w * V(r)) @ small.T
                   - cc**2 * np.eye(len(small))]])
    E = np.linalg.eigvalsh(H)
    return E[(E > 0.2) & (E < 5.0)]


R_t, R_box, inv_t, depth = 2.0, 6.0, 1 / 9.0, 4.0


def soft(r):
    return -depth * (1 - (r / R_t)**2)**3


def well(r):
    return -depth + 0.0 * r


err_soft = err_nop = err_well = err_slope = 0.0
n_levels = 0
for kappa in (-2, -1, 1, 2):
    l = channel(kappa)[0]
    for E in box_levels(kappa, soft, R_t, R_box, inv_t):
        n_levels += 1
        P, q = integrate(kappa, E, soft, R_t, inv_t)
        for p, right in ((momentum(E, inv_t), True), (np.sqrt(E), False)):
            d_box = np.arctan(jn(l, p * R_box) / yn(l, p * R_box))
            d = gap(match(kappa, E, P, q, R_t, inv_t, p), d_box)
            if right:
                err_soft = max(err_soft, d)
            else:
                err_nop = max(err_nop, d)
    for E in box_levels(kappa, well, R_t, R_box, inv_t):
        P, q = integrate(kappa, E, well, R_t, inv_t)
        p = momentum(E, inv_t)
        d_box = np.arctan(jn(l, p * R_box) / yn(l, p * R_box))
        err_well = max(err_well, gap(match(kappa, E, P, q, R_t, inv_t, p), d_box))
        # the inside slope of g used as if it were continuous
        q_bad = q * (1 + (E + depth) * inv_t) / (1 + E * inv_t)
        err_slope = max(err_slope,
                        gap(match(kappa, E, P, q_bad, R_t, inv_t, p), d_box))
assert n_levels >= 8
assert err_soft < 1e-6 and err_nop > 0.05
# a potential step makes the basis converge only algebraically
assert err_well < 5e-3 and err_slope > 0.05

# ---- Worked example: screened point charge in a sphere
Z, a, R, E0 = 80.0, 0.4, 3.0, 0.5


def atom(r):
    return -2 * Z / r * np.exp(-r / a)


# Exponent at the origin, from an integration with a wrong starting ratio
gamma1 = np.sqrt(1 - (2 * Z / c)**2)
worst_gam = 0.0
for kappa in (-1, 1):
    def raw(x, y):
        r = np.exp(x)
        e = E0 - atom(r)
        return [-kappa * y[0] + r * (1 + e * INV) * y[1],
                kappa * y[1] - r * e * y[0]]
    r_end = 1e-7
    s = solve_ivp(raw, (np.log(1e-13), np.log(r_end)), [1.0, 0.0],
                  method="DOP853", rtol=1e-10, atol=1e-12)
    expo = -kappa + r_end * (1 + (E0 - atom(r_end)) * INV) \
        * s.y[1, -1] / s.y[0, -1]
    worst_gam = max(worst_gam, abs(expo - gamma1))
assert worst_gam < 1e-3

kappas = (-1, 1, -2, 2, -3, 3, -4)
delta = {k: phase(k, E0, atom, R, INV) for k in kappas}
limit = {k: phase(k, E0, atom, R, 0.0) for k in kappas}
worst_lim = max(gap(limit[l], limit[-l - 1]) for l in (1, 2, 3))
assert worst_lim < 1e-6

# Integral formula for sin(delta) by quadrature over the sphere
p0 = momentum(E0, INV)
lnr = np.linspace(np.log(1e-7), np.log(R), 20001)
rr = np.exp(lnr)
worst_int = 0.0
for k in kappas:
    l, lb, S = channel(k)
    P, q = integrate(k, E0, atom, R, INV, grid=lnr)
    ec = S * p0 / (1 + E0 * INV)
    cd, sd, x = np.cos(delta[k]), np.sin(delta[k]), p0 * R
    Pe = R * (cd * jn(l, x) - sd * yn(l, x))
    qe = R * ec * (cd * jn(lb, x) - sd * yn(lb, x))
    A = (P[-1] * Pe + q[-1] * qe) / (Pe**2 + qe**2)
    dens = rr * jn(l, p0 * rr) * P + INV * ec * rr * jn(lb, p0 * rr) * q
    integral = simpson(atom(rr) * dens * rr, x=lnr) / A
    worst_int = max(worst_int, abs(-p0 * (1 + E0 * INV) * integral - sd))
assert worst_int < 1e-6

# ---- Output
print(f"speed of light c = {c:.4f} (Rydberg units), c^2 = {c**2:.2f} Ry")
print(f"model: Z = {Z:.0f}, a = {a} bohr, R = {R} bohr, E = {E0} Ry")
print(f"V just inside R = {atom(R):.5f} Ry")
for E in (0.5, 100.0, 5000.0):
    print(f"E = {E:.1f} Ry: p^2 = {momentum(E, INV)**2:.7f} bohr^-2, "
          f"E^2/c^2 = {E * E * INV:.4e} bohr^-2")
print(f"p = {p0:.7f} bohr^-1, pR = {p0 * R:.6f}")
print(f"2Z/c = {2 * Z / c:.5f}, gamma for |kappa|=1: {gamma1:.5f}")
P, q = integrate(1, E0, atom, R, INV)
x = p0 * R
rho, eta = q / (c * P), c * p0 / (E0 + c**2)
num = rho * jn(1, x) - eta * jn(0, x)
den = rho * yn(1, x) - eta * yn(0, x)
print(f"kappa=1: rho = f/g at R = {rho:.6e}, eta = {eta:.6e}")
print(f"kappa=1: j_1 = {jn(1, x):.6f}, j_0 = {jn(0, x):.6f}")
print(f"kappa=1: n_1 = {yn(1, x):.6f}, n_0 = {yn(0, x):.6f}")
print(f"kappa=1: numerator = {num:.6e}, denominator = {den:.6e}")
print(f"kappa=1: tan(delta) = {num / den:.6f}")
print("phase shifts modulo pi, in rad, at E = 0.5 Ry:")
for k in kappas:
    print(f"kappa={k:2d}, l={channel(k)[0]}: delta = {delta[k]:.5f}, "
          f"c->inf: {limit[k]:.5f}")
for l in (1, 2, 3):
    d = delta[l] - delta[-l - 1]
    d = (d + np.pi / 2) % np.pi - np.pi / 2
    print(f"l={l}: delta(kappa=l) - delta(kappa=-l-1) = {d:.6f} rad")
for E in (0.25, 0.5, 1.0):
    print(f"E = {E} Ry: delta(kappa=2) = {phase(2, E, atom, R, INV):.5f}, "
          f"delta(kappa=-3) = {phase(-3, E, atom, R, INV):.5f} rad")
print(f"test, momentum relation, relative error: {worst_p:.1e}")
print(f"test, angular identity, largest error: {worst_ang:.1e}")
print(f"test, exponent at origin, largest error: {worst_gam:.1e}")
print(f"test sphere: c = {1 / np.sqrt(inv_t):.1f}, depth = {depth} Ry, "
      f"R = {R_t} bohr, box = {R_box} bohr")
print(f"smooth potential, {n_levels} levels, largest |sin(diff)|: {err_soft:.1e}")
print(f"same with p^2 = E: {err_nop:.3f}")
print(f"square well, both components matched: {err_well:.1e}")
print(f"square well, inside slope of g matched: {err_slope:.3f}")
print(f"test, integral formula, largest error in sin(delta): {worst_int:.1e}")
print(f"test, c->inf degeneracy, largest |sin(diff)|: {worst_lim:.1e}")
print("success")
```

Printed output:

```
speed of light c = 274.0720 (Rydberg units), c^2 = 75115.46 Ry
model: Z = 80, a = 0.4 bohr, R = 3.0 bohr, E = 0.5 Ry
V just inside R = -0.02950 Ry
E = 0.5 Ry: p^2 = 0.5000033 bohr^-2, E^2/c^2 = 3.3282e-06 bohr^-2
E = 100.0 Ry: p^2 = 100.1331284 bohr^-2, E^2/c^2 = 1.3313e-01 bohr^-2
E = 5000.0 Ry: p^2 = 5332.8209653 bohr^-2, E^2/c^2 = 3.3282e+02 bohr^-2
p = 0.7071091 bohr^-1, pR = 2.121327
2Z/c = 0.58379, gamma for |kappa|=1: 0.81191
kappa=1: rho = f/g at R = 3.345770e-03, eta = 2.579995e-03
kappa=1: j_1 = 0.435997, j_0 = 0.401752
kappa=1: n_1 = -0.285499, n_0 = 0.246610
kappa=1: numerator = 4.222269e-04, denominator = -1.591466e-03
kappa=1: tan(delta) = -0.265307
phase shifts modulo pi, in rad, at E = 0.5 Ry:
kappa=-1, l=0: delta = -0.94551, c->inf: -1.26940
kappa= 1, l=1: delta = -0.25933, c->inf: -0.54707
kappa=-2, l=1: delta = -0.41824, c->inf: -0.54707
kappa= 2, l=2: delta = 0.12983, c->inf: 0.09213
kappa=-3, l=2: delta = 0.10701, c->inf: 0.09213
kappa= 3, l=3: delta = 0.00185, c->inf: 0.00182
kappa=-4, l=3: delta = 0.00184, c->inf: 0.00182
l=1: delta(kappa=l) - delta(kappa=-l-1) = 0.158908 rad
l=2: delta(kappa=l) - delta(kappa=-l-1) = 0.022824 rad
l=3: delta(kappa=l) - delta(kappa=-l-1) = 0.000011 rad
E = 0.25 Ry: delta(kappa=2) = 0.01907, delta(kappa=-3) = 0.01677 rad
E = 0.5 Ry: delta(kappa=2) = 0.12983, delta(kappa=-3) = 0.10701 rad
E = 1.0 Ry: delta(kappa=2) = 1.21558, delta(kappa=-3) = 0.86779 rad
test, momentum relation, relative error: 4.6e-15
test, angular identity, largest error: 2.5e-09
test, exponent at origin, largest error: 2.6e-05
test sphere: c = 3.0, depth = 4.0 Ry, R = 2.0 bohr, box = 6.0 bohr
smooth potential, 18 levels, largest |sin(diff)|: 1.0e-11
same with p^2 = E: 1.000
square well, both components matched: 7.8e-06
square well, inside slope of g matched: 0.225
test, integral formula, largest error in sin(delta): 1.3e-10
test, c->inf degeneracy, largest |sin(diff)|: 1.7e-11
success
```
